# Spreading the Berry phase evenly around a discrete loop of states: a numerical check

```python
# Parallel-transport gauge on a discretized loop of states u_0..u_N (u_N = closure image of u_0).
# Under test: making successive overlaps positive gives ubar_N = exp(i phi_N) u_N with
# phi_N = -Im ln prod M_j, M_j = <u_j|u_j+1>; exp(-i phi_N j/N) ubar_j is periodic, smooth, has equal
# link phases; phi_N = phi + h^2 C/6 + O(h^4), C = loop integral of Im<Du|DDu>, D = d + iA,
# A = i<u|du>. For a 1D band: Wannier centre a phi/2pi, spread <g> + var(A), g = <Du|Du>.
# Example: Rice-Mele chain, lattice constant a, sites at 0 and tau, hoppings -t1, -t2, on-site +-Delta.
import numpy as np, sympy as sp
from scipy.integrate import quad, solve_ivp
from scipy.optimize import minimize
from scipy.constants import physical_constants
bohr = physical_constants['Bohr radius'][0]*1e10
rng = np.random.default_rng(1)
pi = np.pi
wrap = lambda x: (x + pi) % (2*pi) - pi
links = lambda s: np.einsum('ji,ji->j', s[:-1].conj(), s[1:])

def transport(s):
    bar = s.astype(complex).copy()
    for j in range(len(s) - 1):
        m = np.vdot(bar[j], s[j+1])
        if abs(m) < 1e-8:
            raise ValueError('orthogonal neighbours')
        bar[j+1] = s[j+1]*np.conj(m)/abs(m)
    return bar, np.angle(np.vdot(s[-1], bar[-1]))

def twist(s, frac=None, m=0):
    bar, phi = transport(s)
    if frac is None:
        frac = np.arange(len(s))/(len(s) - 1)
    return bar*np.exp(-1j*(phi + 2*pi*m)*frac)[:, None]

def geometry(v, L, pos):
    # spectral A, g, C from periodic samples v_s = exp(i lambda pos_s) u_s
    q = 2*pi/L*np.fft.fftfreq(len(v), 1/len(v))[:, None]
    d = lambda f: np.fft.ifft(1j*q*np.fft.fft(f, axis=0), axis=0) - 1j*pos*f
    A = (1j*np.sum(v.conj()*d(v), 1)).real
    D1 = d(v) + 1j*A[:, None]*v
    D2 = d(D1) + 1j*A[:, None]*D1
    return A, np.sum(abs(D1)**2, 1), L*np.mean(np.sum(D1.conj()*D2, 1).imag)

# orthogonal neighbours are refused
try:
    transport(np.array([[1, 0], [0, 1], [1, 0]])); refused = False
except ValueError:
    refused = True
assert refused

# spin 1/2: phase against the solid angle of a geodesic polygon
lam = 2*pi*np.arange(7)/7; th = 0.8 + 0.3*np.sin(3*lam)
nv = np.c_[np.sin(th)*np.cos(lam), np.sin(th)*np.sin(lam), np.cos(th)]
sl = [np.linalg.eigh(np.array([[z, x - 1j*y], [x + 1j*y, -z]]))[1][:, 1] for x, y, z in nv]
ez = np.array([0, 0, 1.])
solid = sum(2*np.arctan2(ez @ np.cross(b, c), 1 + ez @ b + b @ c + c @ ez)
            for b, c in zip(nv, np.roll(nv, -1, 0)))
assert abs(wrap(transport(np.array(sl + sl[:1]))[1] + solid/2)) < 1e-12

# cone, symbolic: cubic term of the link phase
p = sp.Rational(3, 10); l, hh = sp.symbols('l h', real=True)
up = sp.exp(-sp.I*p*l)*sp.Matrix([sp.sqrt(1 - p), sp.sqrt(p)*sp.exp(sp.I*l)])
xs = sp.im(sp.N((up.diff(l).H*up.diff(l, 2))[0].subs(l, 0)))
argM = sp.atan(p*sp.sin(hh)/(1 - p + p*sp.cos(hh))) - p*hh
assert abs(argM.diff(hh, 3).subs(hh, 0) + xs) < 1e-12 and abs(xs - p*(1 - p)*(1 - 2*p)) < 1e-12

# random three-level loop against the differential equation u' = P'u
def herm():
    X = rng.normal(size=(3, 3)) + 1j*rng.normal(size=(3, 3)); X = X + X.conj().T
    return X/np.linalg.norm(X, 2)
H0, H1, H2 = np.diag([-3., 0, 1]), herm(), herm()
H3 = lambda t: H0 + H1*np.cos(t) + H2*np.sin(t)
def loop3(N):
    s = np.array([np.linalg.eigh(H3(2*pi*j/N))[1][:, 0] for j in range(N)])
    assert abs(s[:, 0]).min() > 0.1
    s = s*np.exp(-1j*np.angle(s[:, :1]))
    return np.vstack([s, s[:1]])
def rhs(t, u):
    E, V = np.linalg.eigh(H3(t)); c = V.conj().T @ ((H2*np.cos(t) - H1*np.sin(t)) @ u)
    c[0] = 0; c[1:] /= E[0] - E[1:]
    return V @ c
u0 = loop3(100)[0]
ode = solve_ivp(rhs, [0, 2*pi], u0, t_eval=np.linspace(0, 2*pi, 101), method='DOP853',
                rtol=1e-12, atol=1e-13).y.T
e1 = abs(transport(loop3(100))[0] - ode).max()
e2 = abs(transport(loop3(200))[0][::2] - ode).max()
assert abs(e1/e2 - 4) < 0.3
pred3 = (2*pi/200)**2/6*geometry(loop3(256)[:-1], 2*pi, np.zeros(3))[2]
diff3 = wrap(transport(loop3(200))[1] - np.angle(np.vdot(u0, ode[-1])))
assert abs(diff3 - pred3) < 0.02*abs(pred3) + 1e-9

# Rice-Mele chain
a, t1, t2, Dl = 3.0, 1.0, 0.6, 0.4
tau = a/2; G = 2*pi/a; pos = np.array([0, tau])
def bloch(ks, scramble=False):
    s = []
    for k in ks[:-1]:
        h = -t1*np.exp(1j*k*tau) - t2*np.exp(1j*k*(tau - a))
        u = np.linalg.eigh(np.array([[Dl, h], [np.conj(h), -Dl]]))[1][:, 0]
        u = u*np.exp(-1j*np.angle(u[1]*np.exp(1j*k*tau)))   # reference gauge
        s.append(u*np.exp(2j*pi*rng.random()) if scramble else u)
    return np.array(s + [s[0]*np.exp(-1j*G*pos)])
mesh = lambda N: G*np.arange(N + 1)/N
periodic = lambda s, ks: (s*np.exp(1j*ks[:, None]*pos))[:-1]
def wannier(s):
    N = len(s) - 1
    w = np.fft.ifft(periodic(s, mesh(N)), axis=0)
    x = a*np.fft.fftfreq(N, 1/N)[:, None] + pos
    c = np.sum(x*abs(w)**2)
    return w, c, np.sum((x - c)**2*abs(w)**2)
def Ag(k):
    z = t1 + t2*np.exp(-1j*k*a); E = np.sqrt(Dl**2 + abs(z)**2); s2 = (1 - Dl/E)/2
    deta = tau - a*(t2*np.exp(-1j*k*a)/z).real
    dth = -Dl*t1*t2*a*np.sin(k*a)/abs(z)/E**2
    return tau - s2*deta, dth**2/4 + s2*(1 - s2)*deta**2
Q = lambda f: quad(f, 0, G, epsabs=1e-13, epsrel=1e-13, limit=200)[0]
phi = Q(lambda k: Ag(k)[0]); xc = phi/G
OmI = Q(lambda k: Ag(k)[1])/G; varA = Q(lambda k: (Ag(k)[0] - xc)**2)/G
k5 = mesh(512); An, gn, C = geometry(periodic(bloch(k5), k5), G, pos)
assert abs(An - Ag(k5[:-1])[0]).max() < 1e-9 and abs(gn - Ag(k5[:-1])[1]).max() < 1e-9

N = 8; ref = bloch(mesh(N)); M = links(ref); bar8, phi8 = transport(ref)
scr = bloch(mesh(N), True)
assert abs(wrap(phi8 + np.angle(np.prod(M)))) < 1e-12
assert abs(wrap(transport(scr)[1] - phi8)) < 1e-12
assert abs(wrap(transport(bloch(mesh(N) + 3*G/N, True))[1] - phi8)) < 1e-12
tw, tws = twist(ref), twist(scr)
assert abs(tws[-1] - scr[-1]).max() < 1e-12
assert abs(np.angle(links(tws)) + phi8/N).max() < 1e-12
assert abs(tws*np.vdot(tws[0], tw[0]) - tw).max() < 1e-12
# minimization of the summed squared link phases
lp = lambda b: np.angle(links(ref*np.exp(1j*np.r_[0, b, 0])[:, None]))
opt = minimize(lambda b: np.sum(lp(b)**2), 0.1*rng.normal(size=N - 1), method='BFGS', tol=1e-9)
assert abs(lp(opt.x) + phi8/N).max() < 1e-5
# real-space chains
def chain(n, ring):
    H = np.diag(np.tile([Dl, -Dl], n))
    for i in range(2*n if ring else 2*n - 1):
        j = (i + 1) % (2*n); H[i, j] = H[j, i] = -(t1 if i % 2 == 0 else t2)
    return np.linalg.eigh(H)[1][:, :n], (a*np.arange(n)[:, None] + pos).ravel()
U, x = chain(N, True)
ev = np.linalg.eigvals(U.T @ (np.exp(-2j*pi*x/(N*a))[:, None]*U))
gm = abs(np.prod(M))**(1/N)
for m in range(N):
    assert abs(ev - gm*np.exp(-1j*(phi8 + 2*pi*m)/N)).min() < 1e-10
# convergence
ph = {n: transport(bloch(mesh(n), True))[1] for n in (8, 16, 32, 64, 128, 256)}
pred = lambda n: (G/n)**2*C/6
ratio = (ph[128] - phi - pred(128))/(ph[256] - phi - pred(256))
assert abs(ratio - 16) < 1.5
rich = (4*ph[64] - ph[32])/3
assert abs(rich - phi) < 0.1*abs(ph[64] - phi)
# smoothness including the seam
def curv(n):
    v = periodic(twist(bloch(mesh(n), True)), mesh(n))
    return np.linalg.norm(np.roll(v, 1, 0) - 2*v + np.roll(v, -1, 0), axis=1).max()/(G/n)**2
c256, c512 = curv(256), curv(512)
assert abs(c256/c512 - 1) < 0.02
Nb = 1024; big = bloch(mesh(Nb), True); barb = transport(big)[0]
vb = periodic(barb, mesh(Nb)); jump = np.linalg.norm(vb[0] - vb[-1])
assert abs(jump - 2*abs(np.sin(phi/2))) < 0.02   # one mesh step of drift
# Wannier functions
w, cw, Om = wannier(twist(big)); _, cr, Omr = wannier(bloch(mesh(Nb)))
assert abs(cw - xc) < 1e-8 and abs(Om - OmI) < 1e-6
assert abs(cr - xc) < 1e-8 and abs(Omr - OmI - varA) < 1e-8 and varA > 1e-3
w1, c1, _ = wannier(twist(big, m=1))
assert abs(c1 - cw - a) < 1e-8 and abs(w1 - np.roll(w, 1, 0)).max() < 1e-10
c32 = wannier(twist(bloch(mesh(32), True)))[1]
assert abs(c32 - xc) < 1e-5 and abs(c32 - xc) < 0.05*abs(ph[32] - phi)/G
U, x = chain(60, False); xe, V = np.linalg.eigh(U.T @ (x[:, None]*U))
f = U @ V[:, 30]; Omf = np.sum((x - xe[30])**2*f**2)
ov = abs(np.vdot(f, np.roll(w, 30, 0)[:60].ravel()))
assert abs(xe[30] - 30*a - xc) < 1e-8 and abs(Omf - OmI) < 1e-7 and 1 - ov < 1e-6
# tails; the slope keeps a power-law prefactor of order ln(30/12)/18, hence 12 percent
ka = np.arccosh((Dl**2 + t1**2 + t2**2)/(2*t1*t2))
slope = np.log(np.linalg.norm(w[12])/np.linalg.norm(w[30]))/18
assert abs(slope/ka - 1) < 0.12
tail = np.linalg.norm(wannier(barb)[0][40]); tailf = abs(np.sin(phi/2))/(40*pi)
assert abs(tail/tailf - 1) < 0.05   # relative corrections of order 1/n
# nonuniform mesh against the exact constant-A gauge
s = np.arange(201)/200; kn = G*(s + 0.1*np.sin(2*pi*s)); rn = bloch(kn)
cA = np.fft.fft(Ag(k5[:-1])[0])[1:]/512; qa = a*np.fft.fftfreq(512, 1/512)[1:]
exact = rn*np.exp(1j*(((np.exp(1j*np.outer(kn, qa)) - 1)/(1j*qa)) @ cA).real)[:, None]
dprop, dlink = abs(twist(rn, kn/G) - exact).max(), abs(twist(rn) - exact).max()
assert dprop < 2e-3 and dlink > 0.1

print(f'a = {a} A, tau = {tau} A, G = {G:.6f} 1/A')
print(f't1 = {t1} eV, t2 = {t2} eV, Delta = {Dl} eV, gap = {2*np.hypot(Dl, t1 - t2):.6f} eV')
print('N=8, reference gauge: j, |M_j|, arg M_j (rad), beta_j+1 (rad)')
for j in range(N):
    print(f'  {j}  {abs(M[j]):.6f}  {np.angle(M[j]):+.6f}  {-np.angle(M[:j+1]).sum():+.6f}')
print(f'phi_8 = {phi8:.6f} rad, link phase after twist = {-phi8/N:.6f} rad')
print(f'sum arg^2: reference {np.sum(np.angle(M)**2):.6f}, twisted {phi8**2/N:.6f} rad^2')
print(f'ring eigenvalue modulus N=8 = {gm:.6f}')
print(f'phi (quadrature) = {phi:.9f} rad = {phi/pi:.6f} pi')
print(f'C = {C:.6f} A^2')
for n in ph:
    print(f'N={n}: phi_N = {ph[n]:.9f}, error {ph[n]-phi:+.4e}, h^2 C/6 {pred(n):+.4e} rad')
print(f'remainder ratio N=128/256 = {ratio:.3f}')
print(f'Richardson 32,64 = {rich:.9f} rad, error {rich-phi:+.2e} rad')
print(f'centre = {xc:.6f} A = {xc/bohr:.6f} bohr; PxP open chain = {xe[30]-30*a:.6f} A')
print(f'N=32: a phi_N/2pi = {ph[32]/G:.6f} A, real-space centre = {c32:.6f} A')
print(f'centre on branch m=1 = {c1:.6f} A')
print(f'<g> = {OmI:.6f} A^2 = {OmI/bohr**2:.6f} bohr^2')
print(f'spread twisted = {Om:.6f} A^2, PxP = {Omf:.6f} A^2')
print(f'var A = {varA:.6f} A^2, spread reference gauge = {Omr:.6f} A^2')
print(f'seam jump untwisted N=1024 = {jump:.5f}, 2 sin(phi/2) = {2*abs(np.sin(phi/2)):.5f}')
print(f'max second difference/h^2: N=256 {c256:.4f}, N=512 {c512:.4f} A^2')
print(f'kappa a = {ka:.5f}, kappa = {ka/a:.5f} 1/A, slope cells 12-30 = {slope:.5f} per cell')
print(f'amplitude twisted: cell 12 {np.linalg.norm(w[12]):.3e}, cell 30 {np.linalg.norm(w[30]):.3e}')
print(f'amplitude untwisted cell 40 = {tail:.5e}, formula {tailf:.5e}')
print(f'nonuniform N=200 deviation: by k {dprop:.2e}, per link {dlink:.4f}')
print(f'three-level: state error ratio {e1/e2:.3f}, phase error {diff3:+.4e}, formula {pred3:+.4e} rad')
print(f'spin polygon: solid angle {solid:.6f} sr, phase {transport(np.array(sl + sl[:1]))[1]:.6f} rad')
print('checks complete')
```

Printed output:

```
a = 3.0 A, tau = 1.5 A, G = 2.094395 1/A
t1 = 1.0 eV, t2 = 0.6 eV, Delta = 0.4 eV, gap = 1.131371 eV
N=8, reference gauge: j, |M_j|, arg M_j (rad), beta_j+1 (rad)
  0  0.998713  -0.354079  +0.354079
  1  0.997135  -0.342572  +0.696652
  2  0.986795  -0.305091  +1.001743
  3  0.912157  -0.209974  +1.211717
  4  0.912157  -0.209974  +1.421691
  5  0.986795  -0.305091  +1.726782
  6  0.997135  -0.342572  +2.069354
  7  0.998713  -0.354079  +2.423434
phi_8 = 2.423434 rad, link phase after twist = -0.302929 rad
sum arg^2: reference 0.759795, twisted 0.734129 rad^2
ring eigenvalue modulus N=8 = 0.973022
phi (quadrature) = 2.416442079 rad = 0.769177 pi
C = 0.610591 A^2
N=8: phi_N = 2.423433585, error +6.9915e-03, h^2 C/6 +6.9749e-03 rad
N=16: phi_N = 2.418189167, error +1.7471e-03, h^2 C/6 +1.7437e-03 rad
N=32: phi_N = 2.416878222, error +4.3614e-04, h^2 C/6 +4.3593e-04 rad
N=64: phi_N = 2.416551075, error +1.0900e-04, h^2 C/6 +1.0898e-04 rad
N=128: phi_N = 2.416469325, error +2.7246e-05, h^2 C/6 +2.7246e-05 rad
N=256: phi_N = 2.416448890, error +6.8115e-06, h^2 C/6 +6.8114e-06 rad
remainder ratio N=128/256 = 16.000
Richardson 32,64 = 2.416442026 rad, error -5.33e-08 rad
centre = 1.153766 A = 2.180302 bohr; PxP open chain = 1.153766 A
N=32: a phi_N/2pi = 1.153974 A, real-space centre = 1.153766 A
centre on branch m=1 = 4.153766 A
<g> = 0.819978 A^2 = 2.928193 bohr^2
spread twisted = 0.819978 A^2, PxP = 0.819978 A^2
var A = 0.053785 A^2, spread reference gauge = 0.873763 A^2
seam jump untwisted N=1024 = 1.86930, 2 sin(phi/2) = 1.86997
max second difference/h^2: N=256 6.3743, N=512 6.3798 A^2
kappa a = 0.71497, kappa = 0.23832 1/A, slope cells 12-30 = 0.75535 per cell
amplitude twisted: cell 12 6.516e-06, cell 30 8.114e-12
amplitude untwisted cell 40 = 7.40213e-03, formula 7.44039e-03
nonuniform N=200 deviation: by k 4.40e-07, per link 0.2056
three-level: state error ratio 3.999, phase error -1.5023e-05, formula -1.5024e-05 rad
spin polygon: solid angle 1.664507 sr, phase -0.832254 rad
checks complete
```
